\section*{Why two parallel-spin hydrogen atoms repel despite attractive electrostatics}

\section*{Question}

I am working on close-range forces between slow atoms at the end of an ion's path in a solid. My exercise was set for two helium atoms, 3 bohr apart, with frozen 1s orbitals of exponent $27/16$. I have replaced them by two hydrogen atoms with parallel spins at the same distance. This keeps the essential ingredient, two electrons of equal spin on neutral spherical atoms, and the free-atom exponent is then exactly 1.

I am to show that the classical electrostatic energy is attractive and that making the orbitals orthogonal supplies a kinetic repulsion. I have two difficulties. Two neutral spheres should not interact at all, so where does an attraction come from? And orthogonalization looks like a mere change of basis. How can it cost energy, and how do I know that the cost is kinetic?

\section*{Answer}

Your two neutral spheres would indeed not interact if they stayed outside each other, but these overlap. As for the change of basis, it does not alter the antisymmetric state. The energy cost appears when that state is compared with a simple product of the two atomic orbitals. I calculate both effects with fixed nuclei and no relativity, in atomic units (energy in hartree, length in bohr), and convert the results to eV and nm.

\subsection*{Electrostatics of the undistorted atoms}

The orbitals are $a=e^{-r_a}/\sqrt{\pi}$ and $b=e^{-r_b}/\sqrt{\pi}$, where $r_a,r_b$ are distances from nuclei $A,B$. By Gauss's law, the cloud $a^2$ produces a potential of magnitude
\begin{align}
u(r)&=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4s\,e^{-2s}ds\nonumber\\
&=\frac{1-e^{-2r}(1+2r+2r^2)}{r}+e^{-2r}(1+2r)\nonumber\\
&=\frac1r-e^{-2r}\left(1+\frac1r\right).
\end{align}
The whole neutral atom therefore has the potential
\begin{equation}
\phi(r)=\frac1r-u(r)=e^{-2r}\left(1+\frac1r\right),
\end{equation}
which is positive because the cloud screens its nucleus incompletely at any finite distance. Nucleus $B$ is repelled by it and electron cloud $B$ is attracted:
\begin{equation}
Q=\phi(R)-M,\qquad M=\int b^2\,\phi(r_a)\,d^3r .
\end{equation}

To find $M$, use $r_a$ and $r_b$ as variables. At fixed $r_a$, the relation $r_b^2=r_a^2+R^2-2r_aR\cos\theta$ gives $r_bdr_b=r_aR\sin\theta\,d\theta$. After the azimuthal integration,
\begin{equation}
d^3r=\frac{2\pi}{R}\,r_ar_b\,dr_adr_b,\qquad |R-r_a|\le r_b\le R+r_a .
\label{eq:measure}
\end{equation}
Since $\int s e^{-2s}ds=-(2s+1)e^{-2s}/4$, writing $x=r_a$ gives
\begin{align}
M=\frac1{2R}\int_0^\infty\!(x+1)e^{-2x}\Big[&(2|R-x|+1)e^{-2|R-x|}\nonumber\\
&-(2R+2x+1)e^{-2(R+x)}\Big]dx .
\end{align}
The first term over $0<x<R$ contributes
\begin{equation}
e^{-2R}\int_0^R(x+1)(2R+1-2x)dx
=e^{-2R}\left(R+\frac{3R^2}{2}+\frac{R^3}{3}\right).
\end{equation}
For $x>R$ put $x=R+y$ in the first term, and rename $x$ as $y$ in the second. Together they give
\begin{align}
e^{-2R}\int_0^\infty&\big[(R+1+y)(2y+1)\nonumber\\
&-(y+1)(2R+2y+1)\big]e^{-4y}dy=-\frac R4e^{-2R},
\end{align}
because the square bracket is just $-R$. Adding the pieces,
\begin{align}
M&=e^{-2R}\left(\frac38+\frac{3R}{4}+\frac{R^2}{6}\right),\\
Q&=e^{-2R}\left(\frac1R+\frac58-\frac{3R}{4}-\frac{R^2}{6}\right).
\label{eq:Q}
\end{align}

At $R=3$, in units of $e^{-6}$, the nucleus contributes $+4/3$ and the cloud $-33/8$. The cloud wins because part of it reaches into the region near $A$ where $\phi$ is large. The result is $Q=-0.188$ eV.

A negative energy does not by itself prove an attractive force. The slope is
\begin{equation}
\frac{dQ}{dR}=e^{-2R}\left(-\frac1{R^2}-\frac2R-2+\frac{7R}{6}+\frac{R^2}{3}\right),
\end{equation}
which is $+4.74$ eV/nm at $R=3$, so the force $-dQ/dR$ pulls the atoms together. The bracket in $Q$ decreases steadily with $R$ and the bracket in $dQ/dR$ increases steadily, so each has one zero. $Q$ is negative beyond 0.073 nm, and its force is attractive beyond 0.099 nm. Your separation is 0.159 nm. Closer in, the nuclear repulsion takes over.

\subsection*{What orthogonalization changes}

With both spins up, the spatial wavefunction must be antisymmetric:
\begin{equation}
\Psi=\frac{a(1)b(2)-b(1)a(2)}{\sqrt{2(1-S^2)}},\qquad S=\langle a|b\rangle .
\end{equation}
The norm follows from $\langle ab-ba|ab-ba\rangle=2-2S^2$. For a one-electron operator $o$ that treats the two atoms alike, the direct terms of $o(1)+o(2)$ are $2o_{aa}$ each and the crossed terms are $2So_{ab}$ each. Hence
\begin{equation}
\langle o(1)+o(2)\rangle=\frac{2(o_{aa}-So_{ab})}{1-S^2}.
\end{equation}
The simple product $a(1)b(2)$ gives $2o_{aa}$. The change due to antisymmetry is therefore
\begin{equation}
\Delta O=\frac{2(o_{aa}-So_{ab})}{1-S^2}-2o_{aa}
=\frac{2S(So_{aa}-o_{ab})}{1-S^2}.
\label{eq:change}
\end{equation}

Orthogonalization enters as follows. Define
\begin{equation}
g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u_-=\frac{a-b}{\sqrt{2(1-S)}},
\end{equation}
and then $a'=(g+u_-)/\sqrt2$ and $b'=(g-u_-)/\sqrt2$. These are orthonormal orbitals centred mainly on $A$ and $B$. A linear mixing of the rows of a determinant multiplies it by a constant, so the normalized determinant of $a',b'$ is $\Psi$ up to a sign. You are right that this is a change of basis for $\Psi$. But $a'$ and $b'$ are not the free-atom orbitals, and Eq.~\eqref{eq:change} is the cost of replacing one set by the other.

\subsection*{The kinetic rise}

Let $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$. Then $r_ar_b=R^2(\xi^2-\eta^2)/4$ and $dr_adr_b=(R^2/2)d\xi d\eta$, so Eq.~\eqref{eq:measure} becomes
\begin{equation}
d^3r=\frac{\pi R^3}{4}(\xi^2-\eta^2)\,d\xi\,d\eta,\qquad \xi\ge1,\ |\eta|\le1 .
\end{equation}
Because $ab=e^{-R\xi}/\pi$,
\begin{align}
S&=\frac{R^3}{4}\int_1^\infty e^{-R\xi}\left(2\xi^2-\frac23\right)d\xi
=e^{-R}\left(1+R+\frac{R^2}{3}\right),\\
p&\equiv\langle a|r_b^{-1}|b\rangle
=\frac{R^2}{2}\int_1^\infty2\xi e^{-R\xi}d\xi=e^{-R}(1+R).
\end{align}
In the second line, $1/r_b=2/[R(\xi-\eta)]$ cancels one factor of $\xi^2-\eta^2$, and the term odd in $\eta$ vanishes.

The atomic equation $(-\tfrac12\nabla^2-1/r_b)b=-\tfrac12b$ replaces the Laplacian by $-\tfrac12\nabla^2b=-\tfrac12b+b/r_b$. Thus
\begin{align}
t_{ab}&=-\frac S2+p=\frac{e^{-R}}2\left(1+R-\frac{R^2}{3}\right),\\
t_{aa}&=-\frac12+\int_0^\infty4r e^{-2r}dr=\frac12 .
\end{align}
The combination needed is $St_{aa}-t_{ab}=e^{-R}R^2/3$, and Eq.~\eqref{eq:change} gives
\begin{equation}
\boxed{\Delta T=\frac{2S\,e^{-R}R^2}{3(1-S^2)}}
\label{eq:dT}
\end{equation}
For $R>0$ the two orbitals differ, so $0<S<1$ and $\Delta T$ is positive. It also falls with distance at your separation: $dS/dR=-e^{-R}R(1+R)/3$ is negative, so $S/(1-S^2)$ decreases, and $e^{-R}R^2$ decreases beyond $R=2$. The kinetic term therefore pushes the atoms apart.

With $S=0.3485$, $t_{aa}=13.606$ eV and $t_{ab}=0.677$ eV,
\begin{equation}
\Delta T=\frac{2(0.3485)(0.3485\times13.606-0.677)}{1-0.3485^2}\ \text{eV}=3.22\ \text{eV}.
\end{equation}
By reflection symmetry, $a'$ and $b'$ each carry half of this, 1.61 eV.

The origin of the cost is visible in $g$ and $u_-$, which are both occupied. Their kinetic energies are $(t_{aa}+t_{ab})/(1+S)=10.6$ eV and $(t_{aa}-t_{ab})/(1-S)=19.8$ eV. Compared with 13.6 eV in the atom, the kinetic energy is 3.0 eV lower in the nodeless orbital and 6.2 eV higher in the orbital with a node between the atoms. The difference is the net cost.

The density shows the same exclusion:
\begin{equation}
n=g^2+u_-^2=\frac{a^2+b^2-2Sab}{1-S^2}.
\end{equation}
At the midpoint $a=b$, so $n=2a^2/(1+S)$. This is 0.74 of the frozen density.

Overlap alone is not responsible. If the spins form a singlet, the spatial function is $ab+ba$, and the signs of the crossed terms reverse. The kinetic change becomes $2S(t_{ab}-St_{aa})/(1+S^2)=-2.53$ eV. Same orbitals, same distance, same overlap: the sign follows the exchange symmetry.

\subsection*{The potential energy also changes}

It remains to see whether the potential energy cancels the rise. For the attraction to the nuclei, take $v=-1/r_a-1/r_b$. Then
\begin{equation}
v_{aa}=-1-u(R),\qquad v_{ab}=-2p .
\end{equation}
At $R=3$ these are $-1.330$ and $-0.398$ hartree. Equation~\eqref{eq:change} gives $\Delta V_{ne}=-1.41$ eV: density removed from between the atoms moves, on balance, to places of lower potential.

For the electron repulsion, let $J=\langle ab|r_{12}^{-1}|ab\rangle$ and $K=\langle ab|r_{12}^{-1}|ba\rangle$. The determinant gives $(J-K)/(1-S^2)$ and the product gives $J$, so
\begin{equation}
\Delta V_{ee}=\frac{J-K}{1-S^2}-J=\frac{S^2J-K}{1-S^2}.
\end{equation}
$J$ needs no new integral, because $Q=1/R-2u(R)+J$.

$K$ is the self-repulsion integral of the charge $\rho=ab=e^{-R\xi}/\pi$, that is, $K=\int\rho U\,d^3r$ with $\nabla^2U=-4\pi\rho$. With the origin midway between the nuclei, $z=R\xi\eta/2$, and the distance from the axis is $(R/2)\sqrt{(\xi^2-1)(1-\eta^2)}$. Differentiation gives the squared scale factors $h_\xi^2=R^2(\xi^2-\eta^2)/[4(\xi^2-1)]$ and $h_\eta^2=R^2(\xi^2-\eta^2)/[4(1-\eta^2)]$. Inserting them in the Laplacian for orthogonal coordinates turns Poisson's equation into
\begin{equation}
\partial_\xi(\xi^2-1)\partial_\xi U+\partial_\eta(1-\eta^2)\partial_\eta U
=-R^2(\xi^2-\eta^2)e^{-R\xi}.
\end{equation}
Now $\xi^2-\eta^2=w_0+w_2P_2(\eta)$ with $w_0=\xi^2-\tfrac13$ and $w_2=-\tfrac23$, so $U=f_0(\xi)+f_2(\xi)P_2(\eta)$ suffices, with
\begin{equation}
[(\xi^2-1)f_l']'-l(l+1)f_l=-R^2w_le^{-R\xi}.
\end{equation}
The homogeneous solutions are $P_l$, regular at $\xi=1$, and $Q_l$, which decays: $Q_0=\tfrac12\ln[(\xi+1)/(\xi-1)]$ and $Q_2=P_2Q_0-\tfrac32\xi$. They satisfy $(\xi^2-1)(P_lQ_l'-P_l'Q_l)=-1$, the jump required of the Green function, so
\begin{equation}
f_l(\xi)=R^2\int_1^\infty P_l(\xi_<)Q_l(\xi_>)w_l(\xi')e^{-R\xi'}d\xi',
\end{equation}
where $\xi_<$ and $\xi_>$ are the smaller and larger of $\xi,\xi'$. Using $\int_{-1}^1P_l^2d\eta=2/(2l+1)$,
\begin{align}
K=\frac{R^5}{2}\sum_{l=0,2}\frac1{2l+1}\int_1^\infty\!\!\int_1^\infty
&e^{-R(\xi+\xi')}w_l(\xi)w_l(\xi')\nonumber\\
&\times P_l(\xi_<)Q_l(\xi_>)\,d\xi\,d\xi' .
\end{align}
Numerical integration gives $K=1.592$ eV, while $J=8.702$ eV. Hence
\begin{equation}
\Delta V_{ee}=\frac{0.3485^2\times8.702-1.592}{1-0.3485^2}\ \text{eV}=-0.61\ \text{eV}.
\end{equation}

The product energy is that of two free atoms plus $Q$, so the full interaction energy is
\begin{align}
E&=Q+\Delta T+\Delta V_{ne}+\Delta V_{ee}\nonumber\\
&=(-0.188+3.225-1.408-0.609)\ \text{eV}\approx1.02\ \text{eV}.
\end{align}
The kinetic term is the one positive contribution. Its size is not the size of the repulsion: about two thirds of it is cancelled. The slope of $E$ is $-27.4$ eV/nm, so the total force is repulsive.

\subsection*{Two limits}

As $R\to0$, $S\approx1-R^2/6$ and $1-S^2\approx R^2/3$. Equation~\eqref{eq:dT} then tends to 2 hartree, a finite value, whereas $Q$ grows as $1/R$. At very short range the repulsion is therefore mainly nuclear, and the statement you were asked to show no longer holds.

At large $R$, $\Delta T\approx\tfrac29R^4e^{-2R}$ and $Q\approx-\tfrac16R^2e^{-2R}$. Both decay with the same exponential, but their ratio in magnitude grows as $\tfrac43R^2$. The nuclear-attraction change, however, tends to $-\tfrac29R^4e^{-2R}$ and cancels the leading kinetic term. This is why $E/\Delta T$ can become small: in the distance table of the numerical output it falls from 0.48 at 0.106 nm to 0.18 at 0.265 nm. $E$ is positive at all four tabulated distances; I make no claim about its sign farther out, where the terms nearly cancel and a small remainder decides.

\subsection*{How far to trust the number}

Frozen orbitals cannot adapt. Unrestricted Hartree--Fock in the aug-cc-pVTZ basis, which lets them relax, gives $E=0.82$ eV and a kinetic rise of 2.44 eV. The rise is smaller than in the frozen model but still exceeds the net repulsion. Full configuration interaction in the same basis adds correlation and gives 0.76 eV. The frozen result is thus about one third above this reference, which itself still omits whatever the finite basis cannot describe.

For implantation, consider a head-on encounter with a free hydrogen atom at rest. For equal masses, half of the laboratory energy belongs to the relative motion, so turning back at 0.159 nm requires $2E=2.04$ eV in the frozen model. The initial relative speed is 0.009 of the Bohr speed, which supports treating the electrons at fixed nuclear positions. The turning point is not sharp. Balancing the kinetic scale $1/(2\mu\ell^2)$ against the potential change $|dE/dR|\,\ell$, with $\mu$ the reduced nuclear mass, gives $\ell=(2\mu|dE/dR|)^{-1/3}=0.011$ nm, about 7\% of the separation.

A hydrogen ion implanted into silicon with an energy of keV or more comes down to these few eV only in the last stage of its path. There the assumption of two free atoms breaks down: hydrogen bonds to the host, and the host's electrons screen the pair. Such bonding energies are also of eV size, so the correction can be as large as $E$ itself. The 1.02 eV is a free-atom pair energy for parallel spins and should not be used as the interaction energy of two hydrogen atoms inside silicon.

\section*{Calculated quantities}
\begin{verbatim}
Separation: 3.0 bohr
Separation, converted: 0.1588 nm
Orbital exponent: 1.0 1/bohr
Overlap S: 0.3485
Kinetic integral t_aa: 13.6057 eV
Kinetic integral t_ab: 0.6774 eV
Coulomb integral J: 8.7023 eV
Exchange integral K: 1.5921 eV
Classical electrostatic energy Q: -0.1883 eV
Slope dQ/dR: 4.7445 eV/nm
Q changes sign at: 0.0729 nm
Q has its minimum at: 0.0991 nm
Kinetic rise from orthogonalization: 3.2246 eV
Kinetic rise per orbital: 1.6123 eV
Nuclear-attraction change: -1.4083 eV
Electron-repulsion change: -0.6091 eV
Net frozen-orbital interaction E: 1.0189 eV
Slope dE/dR: -27.3548 eV/nm
Midpoint density / frozen density: 0.7416
Singlet kinetic change (control): -2.5261 eV
Distance table: R (nm), Q (eV), kinetic rise (eV), E (eV)
0.1058  -0.5192  8.7783  4.1894
0.1588  -0.1883  3.2246  1.0189
0.2117  -0.0437  1.0435  0.2392
0.2646  -0.0088  0.2979  0.0523
UHF/aug-cc-pVTZ interaction: 0.816 eV
UHF/aug-cc-pVTZ kinetic rise: 2.436 eV
Full-CI/aug-cc-pVTZ interaction: 0.765 eV
UHF minus frozen interaction: -0.203 eV
Full CI minus UHF: -0.051 eV
Laboratory energy for this turning point: 2.038 eV
Quantum blur of turning point: 0.0115 nm
Relative nuclear speed / Bohr speed: 0.0090
\end{verbatim}
